# High-spin octahedral ligand-field stabilisation and the two-humped hydration curve, part 2

We seek the ligand-field stabilisation of high-spin divalent ions of the first transition row and its effect on their hydration energies. An ion has \(n\) 3d electrons, from \(n=0\) for Ca\(^{2+}\) to \(n=10\) for Zn\(^{2+}\). Six equal ligands lie at distance \(a\) on the axes \(\pm x,\pm y,\pm z\). The algebra uses atomic units; numerical energies are in eV and lengths in angstrom.

The set \(t_{2g}\) contains \(xy\), \(yz\) and \(zx\); the set \(e_g\) contains \(x^2-y^2\) and \(2z^2-x^2-y^2\). With \(\Delta=E(e_g)-E(t_{2g})\) and the mean orbital energy as zero,

\[
E(t_{2g})=-\frac25\Delta,\qquad E(e_g)=+\frac35\Delta .
\]

Each \(t_{2g}\) orbital changes sign under a different two of the reflections \(x\to-x\), \(y\to-y\), \(z\to-z\); the \(e_g\) orbitals change sign under none.

The stabilisation \(E_{LF}(n)\) is the ground-state energy of the d shell in the field minus that without it. "High-spin" means the largest total spin that \(n\) electrons in five orbitals allow. The model has one \(\Delta\) for all ions, an undistorted octahedron, no spin-orbit coupling and the d-electron repulsion of a spherical ion.

Simple filling, which ignores mixing by repulsion, puts \(n_t\) electrons in \(t_{2g}\) and \(n_e\) in \(e_g\):

\[
E_{LF}=\left(-\frac25n_t+\frac35n_e\right)\Delta .
\]

The coefficients from d\(^0\) to d\(^5\) are

\[
0,\quad-\frac25,\quad-\frac45,\quad-\frac65,\quad-\frac35,\quad0 .
\]

Five parallel electrons form a spherical shell, so the problem for d\(^{5+m}\) is that for d\(^m\) plus a constant, and the sequence repeats.

For point charges \(-q\), \(\Delta=5q\langle r^4\rangle/(3a^5)\), where \(\langle r^4\rangle\) is the 3d radial average. The "test charges" in the numerical output check this with six unit charges at \(a=4\). Point dipoles \(\mu=0.39\) e Å at \(a=2.1\) Å give only 0.23 eV for Mn\(^{2+}\), so the rough value \(\Delta=1.05\) eV is adopted for aqua dications. The examples below also use \(a=2.1\) Å.

### Where electron repulsion changes the answer

Repulsion must be examined separately for each \(m\), the number of electrons in the incomplete set of parallel spins.

For \(m=1\) there is one electron and no partner of the same spin. For \(m=4\) there is one hole. Rotations of the free ion mix the five positions of the hole and leave no smaller set of them separate, so repulsion, which is unchanged by rotations, is the same for all of them. Simple filling is correct in both cases.

For \(m=2\) there are ten antisymmetric orbital pairs. The greatest orbital projection is \(2+1=3\), so seven of the pairs form an F term, with orbital angular momentum 3. The other three form a P term, with angular momentum 1. Repulsion is unchanged by rotations and gives each term a single energy. The Racah parameter \(B\) is defined here by

\[
E_P-E_F=15B,\qquad B>0 .
\]

The pair \(|yz,zx\rangle\) changes sign under \(x\to-x\) and \(y\to-y\), but not under \(z\to-z\). It also changes sign when \(x\) and \(y\) are exchanged. The one other pair with these properties is \(|xy,w\rangle\), where \(w=(x^2-y^2)/2\) has the same norm as \(xy\). These two pairs can mix with each other and with no others.

Their P combination follows from the operator \(L_z=-i(x\partial_y-y\partial_x)\), which acts as

\[
L_z\,yz=-i\,zx,\qquad L_z\,zx=i\,yz,\qquad L_z\,xy=-2i\,w,\qquad L_z\,w=2i\,xy .
\]

In real orbitals the matrix of \(L_z\) is imaginary and Hermitian, and hence antisymmetric. Used as the coefficients of a pair function, \(\sum_{ij}(L_z)_{ij}\phi_i(1)\phi_j(2)\), it gives an allowed antisymmetric pair. A rotation with orthogonal matrix \(O\) changes the coefficients into \(OL_zO^T\), so they transform as one component of a vector. This pair is therefore the P state. After normalisation,

\[
|P\rangle=\frac{|yz,zx\rangle+2|xy,w\rangle}{\sqrt5}.
\]

The orthogonal combination belongs to F. With \(E_F\) as zero, repulsion is \(15B|P\rangle\langle P|\), whose matrix is

\[
\frac{15B}{5}\begin{pmatrix}1&2\\2&4\end{pmatrix}
=\begin{pmatrix}3B&6B\\6B&12B\end{pmatrix}.
\]

The field energies are \(2(-2\Delta/5)=-4\Delta/5\) for the first pair and \(-2\Delta/5+3\Delta/5=\Delta/5\) for the second. The complete matrix is

\[
M=\begin{pmatrix}3B-\frac45\Delta&6B\\[2pt]6B&12B+\frac15\Delta\end{pmatrix}.
\]

Its trace is \(15B-3\Delta/5\), and its diagonal elements differ by \(9B+\Delta\). The lower root is

\[
E_{LF}=\frac12\left[15B-\frac35\Delta-\sqrt{(9B+\Delta)^2+4(6B)^2}\right],
\]

which expands to

\[
E_{LF}(2)=E_{LF}(7)=\frac12\left[15B-\frac35\Delta-\sqrt{225B^2+18B\Delta+\Delta^2}\right].
\]

Renaming the axes gives two more copies of this matrix, with the same roots. These three blocks hold six of the ten states, including all three of P. The other four spin-aligned states belong to F and have field energies \(+\Delta/5\) or \(+6\Delta/5\), so this root is the lowest.

For \(\Delta\ll B\), the square root tends to \(15B+3\Delta/5\) and \(E_{LF}\to-3\Delta/5\). For \(\Delta\gg B\), it tends to \(\Delta+9B\) and \(E_{LF}\to-4\Delta/5+3B\). The coefficient \(-4/5\) from simple filling is thus a strong-field limit, and \(3B\) is the repulsion cost of reaching it.

For \(m=3\), the occupied set is \(t_{2g}^3\), with two holes in \(e_g\). Two holes repel like two electrons, apart from a constant fixed by the spherical full set, so their F term again lies \(15B\) below P. The state \(t_{2g}^3\) is unchanged by all three reflections, whereas every other arrangement of three parallel electrons changes sign under some of them. It therefore cannot mix. Each component of P changes sign under two reflections, so \(t_{2g}^3\) belongs to F. It has both the lowest repulsion and the lowest field energy, and \(-6\Delta/5\) holds for any \(\Delta/B\) among the spin-aligned states.

## Second half: the hydration curve and its use

### Symbols and results carried over

The number of d electrons is \(n\), the octahedral splitting is \(\Delta\), and \(15B\) is the separation of the P and F terms of two parallel d electrons. The metal-ligand distance is \(a\). The energy \(E_{LF}(n)\) is measured from the free ion and is negative for stabilisation. For high-spin ions,

\[
\frac{E_{LF}}{\Delta}=0,\ -\frac25,\ \epsilon,\ -\frac65,\ -\frac35,\ 0
\qquad(n=0,\ldots,5),
\]

and the sequence repeats from \(n=5\) to \(n=10\). The entry for d\(^2\) and d\(^7\) is

\[
\epsilon=\frac{1}{2\Delta}\left[15B-\frac35\Delta-\sqrt{225B^2+18B\Delta+\Delta^2}\right].
\]

It lies between \(-4/5\) and \(-3/5\). The lower limit holds because the lowest eigenvalue of a sum is not below the sum of the lowest eigenvalues, here zero for repulsion and \(-4\Delta/5\) for the field. The upper limit follows by writing the quantity under the root as \((15B+3\Delta/5)^2+16\Delta^2/25\), so that the root is at least \(15B+3\Delta/5\).

### The smooth part of the hydration energy

Let \(H(n)\) be the energy released when the gaseous ion enters water. It is positive and equals minus the usual energy change of hydration. The free ion has no ligand-field energy, so

\[
H(n)=H_{\rm s}(n)-E_{LF}(n),
\]

where \(H_{\rm s}\) is the value for a hypothetical spherical d shell.

The rise of \(H_{\rm s}\) can be understood from an ion of charge \(Z\) and effective radius \(R\) in a medium of relative permittivity \(\varepsilon\). The field outside it is \(Z/(\varepsilon r^2)\), and the energy density is \(\varepsilon/8\pi\) times its square. The field energy is

\[
\int_R^\infty\frac{\varepsilon}{8\pi}\left(\frac{Z}{\varepsilon r^2}\right)^2
4\pi r^2\,dr=\frac{Z^2}{2\varepsilon R}.
\]

Transfer from vacuum, where \(\varepsilon=1\), releases the Born energy

\[
H_{\rm Born}=\frac{Z^2}{2R}\left(1-\frac1\varepsilon\right),
\qquad
\frac{dH_{\rm Born}}{dR}=-\frac{H_{\rm Born}}{R}.
\]

A smaller ion therefore releases more energy. Each step along the row adds one proton and one 3d electron. Part of the added electron's charge lies outside the other electrons and does not screen the proton from them, so the shells contract.

Unrestricted Hartree-Fock calculations in the def2-TZVP basis show this contraction for the three spherical free ions. For spin-up electrons, the root-mean-square radius of the 3p shell is 0.724 Å in Ca\(^{2+}\), 0.521 Å in Mn\(^{2+}\) and 0.414 Å in Zn\(^{2+}\). That of the 3d shell falls from 0.655 Å in Mn\(^{2+}\) to 0.518 Å in Zn\(^{2+}\). A larger basis lowers these values by up to about 0.001 Å. They are not Born radii. They support the direction of the trend, not its size.

The simplest baseline is a straight line with step \(s\ge0\) per element:

\[
H(n)=H(0)+sn-E_{LF}(n).
\]

### When humps are true maxima

The quantity \(-E_{LF}\) is zero at d\(^0\), d\(^5\) and d\(^{10}\), and positive between them. It is largest at d\(^3\) and d\(^8\). This gives two humps above the baseline for any positive \(\Delta\), within the model.

Whether \(H\) itself has maxima depends on the differences between neighbours:

\[
\begin{aligned}
H(1)-H(0)&=s+\tfrac25\Delta,\\
H(2)-H(1)&=s+\left(|\epsilon|-\tfrac25\right)\Delta,\\
H(3)-H(2)&=s+\left(\tfrac65-|\epsilon|\right)\Delta,\\
H(4)-H(3)&=s-\tfrac35\Delta,\\
H(5)-H(4)&=s-\tfrac35\Delta .
\end{aligned}
\]

The same five differences repeat from d\(^5\) to d\(^{10}\). Because \(3/5\le|\epsilon|\le4/5\), the first three are positive. The last two are negative if

\[
s<\frac35\Delta .
\]

Under this condition \(H\) has maxima at d\(^3\) and d\(^8\), with a minimum at d\(^5\). At equality there are flat stretches. For a larger \(s\) the curve rises throughout, although the humps remain visible once the baseline is subtracted.

The physical cause is the order of filling. Apart from the partial \(e_g\) occupation caused by repulsion at d\(^2\), the first three electrons enter orbitals that avoid the ligands, and each adds stabilisation. The next two enter orbitals that point at the ligands, and each removes \(3\Delta/5\). The second half of the row repeats this with spins reversed.

If each ion has its own splitting \(\Delta_n\), the condition becomes local. The steps beyond the two peaks are downward if

\[
\frac65\Delta_3-\frac35\Delta_4>s,\qquad
\frac65\Delta_8-\frac35\Delta_9>s .
\]

### Worked example: the aqua dications

The inputs are rough typical values for the row, not fits to individual ions: \(\Delta=1.05\) eV, \(B=0.11\) eV, \(H(0)=16.0\) eV and \(H(10)=21.0\) eV. The baseline step is

\[
s=\frac{21.0-16.0}{10}=0.50\ {\rm eV},
\]

below the limit \(3\Delta/5=0.63\) eV. True maxima are expected.

For d\(^2\) and d\(^7\), \(15B=1.65\) eV and \(3\Delta/5=0.63\) eV. The terms under the root are 2.7225, 2.0790 and 1.1025 eV\(^2\), with sum 5.9040 eV\(^2\) and root 2.430 eV. Thus

\[
E_{LF}(7)=\frac{1.65-0.63-2.430}{2}=-0.705\ {\rm eV}.
\]

Simple filling would give \(-0.840\) eV and overestimate the stabilisation by 0.135 eV. For Ni\(^{2+}\), with \(n=8\),

\[
E_{LF}(8)=-\frac65(1.05)=-1.26\ {\rm eV},
\]

\[
H(8)=16.0+8(0.50)+1.26=21.26\ {\rm eV}.
\]

The neighbouring values are \(H(7)=20.205\) eV and \(H(9)=21.13\) eV. In the first half of the row, \(H(3)=18.76\) eV falls to \(H(5)=18.50\) eV. The full sequence is in the numerical output.

The nickel stabilisation is 1.26 eV, or 122 kJ/mol. It is 5.9% of the hydration energy, so the humps are a small structure on a large smooth term.

The high-spin assumption was tested by diagonalising the complete d-shell Hamiltonian for every \(n\), low-spin states included. This needs a second Racah parameter, \(C=0.45\) eV, which enters the energies of states with different spins. The repulsion is fixed by the radial integrals \(F^2=49B+7C\) and \(F^4=12.6C\). At \(\Delta=1.05\) eV all eleven ground states have the greatest possible spin. Among d\(^4\) to d\(^7\), the first to change as \(\Delta\) grows is d\(^6\), at 1.91 eV with \(B\) and \(C\) held fixed. Beyond that value the present sequence must not be used for d\(^6\).

The same diagonalisation, restricted to the greatest spin, reproduces the formulas for \(E_{LF}\) at \(\Delta=0.3\), 1.05 and 1.6 eV for all \(n\). With its energies in the hydration curve, a step of \(0.59\Delta\) gives maxima at d\(^3\) and d\(^8\), and a step of \(0.61\Delta\) gives none.

### Effects outside the model

**Different splittings.** The rough value for V\(^{2+}\) is 1.5 eV. Its stabilisation is then 1.80 eV instead of 1.26 eV, a change of 0.54 eV. A common \(\Delta\) is therefore suited to explaining the pattern, not to predicting each ion.

**Reduced repulsion.** Bonding spreads the d electrons and weakens their mutual repulsion. Suppose that all the repulsion parameters that separate the terms fall by 10%. The ground state lies below the average of all states of its d\(^n\) shell, and this advantage shrinks by 0.22 eV at d\(^3\), 0.56 eV at d\(^5\) and 0.11 eV at d\(^8\). The loss deepens the dip at d\(^5\). These are gross amounts: the bonding that causes the reduction also releases energy, which is not calculated here.

**Bond length.** Stabilisation pulls the ligands inward if \(\Delta\) grows as \(a^{-5}\), the point-charge law, taken here as an assumption. For a change \(x\) in all six bonds of a d\(^8\) ion, the energy is

\[
U(x)=3kx^2-\frac65\Delta\left[\left(1+\frac{x}{a}\right)^{-5}-1\right].
\]

If six water molecules move in phase about a fixed metal ion, \(k=m\omega^2\), where \(m\) is the mass of one molecule. A rough breathing quantum of 0.045 eV gives \(k=8.73\) eV/Å\(^2\). To first order in the bracket, \(U=3kx^2+6\Delta x/a\), so

\[
x=-\frac{\Delta}{ka}=-0.057\ \text{Å},\qquad
\text{gain}=\frac{3\Delta^2}{ka^2}=0.086\ {\rm eV}.
\]

Minimising the full expression gives \(-0.070\) Å and 0.104 eV. The difference comes mainly from the next term, \(-18\Delta x^2/a^2\), which lowers the quadratic coefficient by 16%.

**Jahn-Teller distortion.** The ions d\(^4\) and d\(^9\) have an unevenly filled \(e_g\) pair, and the octahedron distorts. Let a ligand raise an \(e_g\) orbital by \(e_\sigma\) times the square of the orbital's angular amplitude in its direction, scaled to one for \(2z^2-x^2-y^2\) along \(z\). The weights of that orbital are 1 for each axial ligand and \(1/4\) for each equatorial one. Those of \(x^2-y^2\) are 0 and \(3/4\). Each sum is 3, so \(\Delta=3e_\sigma\) in the regular octahedron.

For Cu\(^{2+}\), take rough distances of 1.95 Å for four bonds and 2.30 Å for two, again with \(e_\sigma\propto a^{-5}\). The \(e_g\) splitting is

\[
2(e_{\rm short}-e_{\rm long})
=2(0.35)\left[\left(\frac{2.1}{1.95}\right)^5-\left(\frac{2.1}{2.3}\right)^5\right]
=0.57\ {\rm eV}.
\]

In the linear model \(U=\tfrac12KQ^2-FQ\), the minimum is at \(Q=F/K\), with gain \(F^2/2K\). The levels are then split by \(2FQ=2F^2/K\), four times the gain. The stabilisation is therefore 0.142 eV. This number is inferred from the assumed distances, not predicted. With the breathing stiffness \(k=8.73\) eV/Å\(^2\) for each bond, the same coupling would give a difference of only about 0.07 Å between long and short bonds and a gain of about 0.03 eV. The distances used imply a distortion mode five to six times softer than the breathing mode.

**Spin-orbit coupling.** With one value \(\zeta=0.07\) eV of the one-electron constant for all ions, the largest effect is at d\(^3\), where the stabilisation falls by 0.136 eV. In the free ion the coupling is \((\zeta/3)\mathbf L\cdot\mathbf S\), because each of the three parallel electrons carries one third of the spin. The lowest level has \(L=3\), \(S=3/2\), \(J=3/2\), and

\[
\frac{\zeta}{3}\,\frac{J(J+1)-L(L+1)-S(S+1)}{2}=-2\zeta=-0.14\ {\rm eV}.
\]

In the complex, \(t_{2g}^3\) is a single real orbital state. The mean of the imaginary operator \(\mathbf L\) vanishes in it, so this first-order energy is lost on hydration. Higher orders account for the small remainder. In real ions \(\zeta\) grows steeply along the row, from roughly 0.02 to 0.03 eV for V\(^{2+}\) to 0.08 to 0.09 eV for Ni\(^{2+}\). The loss at d\(^3\), close to \(2\zeta\), is then only about 0.05 eV, and the largest loss, somewhat above 0.1 eV, falls at d\(^8\).

**Temperature.** At 328 K, \(kT=0.028\) eV. With the same common \(\zeta\), the largest change in the thermal energy of the d shell on hydration is \(-0.019\) eV, at d\(^4\). The minus sign means that the complex stores less than the free ion. Motions of the water are not included.

**Curved baseline.** If the Born radius, not the energy, varies linearly with \(n\), and \(\varepsilon=78\), the end energies require radii of 1.78 and 1.35 Å. The baseline then lies 0.34 eV below the straight line at d\(^5\). Its last step is 0.636 eV, slightly above the 0.63 eV limit. The maxima remain at d\(^3\) and d\(^8\), but the drop from d\(^8\) to d\(^9\) shrinks from 0.13 to 0.031 eV, and the curve then rises slightly to d\(^{10}\). This case shows the sensitivity to curvature, not its real sign. The 3p radii above fall faster in the first half of the row than in the second. A Born radius that follows them linearly between the same end values puts the baseline 0.46 eV above the straight line at d\(^5\), and measured hydration energies also place Mn\(^{2+}\) a few tenths of an eV above the line from Ca\(^{2+}\) to Zn\(^{2+}\). The steps are then larger early in the row and smaller late in it.

### Reading the result for real ions

The inputs are rough values, and several cases are idealised. Sc\(^{2+}\) and Ti\(^{2+}\) are points of the model, not stable ions in water, and Ca\(^{2+}\) need not have six water neighbours. The position of the second maximum is not settled by this model. The straight-baseline drop from Ni\(^{2+}\) to Cu\(^{2+}\) is 0.13 eV, and the Jahn-Teller gain of Cu\(^{2+}\) alone, 0.142 eV, is enough to reverse it. A larger splitting for Cu\(^{2+}\) acts in the same direction. With \(\Delta_8=1.05\) eV and \(s=0.50\) eV, the local condition fails when \(\Delta_9\) exceeds \((1.26-0.50)/0.6=1.27\) eV. The bond contraction acts the other way, since it gains 0.104 eV at d\(^8\) and only about 0.02 eV at d\(^9\). The first maximum is no better fixed by a common \(\Delta\): the drop from d\(^3\) to d\(^4\) is also 0.13 eV and d\(^4\) also distorts, so its position depends on the separate values of \(\Delta_3\) and \(\Delta_4\).

In a warm nickel-plating bath, the example applies to Ni\(^{2+}\) surrounded by six water molecules. A complexing agent that replaces water changes both \(\Delta\) and the baseline. The hydration energy is not itself a plating voltage, since the electrode reaction also involves ionisation and the formation of the metal. If those terms and the entropy are held fixed, stabilising the dissolved ion by 1.26 eV moves the two-electron reduction potential by \(-1.26/2=-0.63\) V. This is a thermodynamic contribution and says nothing about the deposition rate.

### Implementing the correction

Given \(\Delta\), \(B\) and a baseline, first confirm that the ion is high-spin. Use the square-root formula for d\(^2\) and d\(^7\) and the filling coefficients for the other ions, then subtract \(E_{LF}\) from the baseline.

To estimate \(\Delta\) from a hydration curve, the nickel value can be compared with a line through the two spherical ions Mn\(^{2+}\) and Zn\(^{2+}\):

\[
\Delta_{\rm est}=\frac56\left[H(8)-\frac25H(5)-\frac35H(10)\right].
\]

The example returns

\[
\frac56\left[21.26-0.4(18.50)-0.6(21.0)\right]=1.05\ {\rm eV}.
\]

The line from d\(^5\) is less sensitive to curvature than one from d\(^0\). For constant curvature, the error of a chord is proportional to the product of the distances to its ends, here \(3\times2=6\) instead of \(8\times2=16\). It does, however, bring in the reduced repulsion at d\(^5\). With one more digit kept, the gross losses above change the bracket by \(-0.106+0.4(0.564)=+0.120\) eV, which is about 10% of its value of 1.26 eV. Unless the repulsion and bonding terms have been calculated, this is a rough guide to the uncertainty in \(\Delta\) from that source alone. Curvature of the baseline brings a separate error. It has the opposite sign if the baseline lies below its chord, as for a radius linear in \(n\), and the same sign if it lies above, as the computed shell radii suggest.

## Numbers as computed

```
Inputs: Delta 1.05 eV, B 0.11 eV, C 0.45 eV
Baseline ends 16.0 and 21.0 eV, step 0.50 eV
Test charges: splitting direct 0.02232 eV
Test charges: splitting formula 0.02232 eV
n   filling/Delta   E_LF (eV)   H released (eV)
 0       0.0         0.000        16.000
 1      -0.4        -0.420        16.920
 2      -0.8        -0.705        17.705
 3      -1.2        -1.260        18.760
 4      -0.6        -0.630        18.630
 5       0.0        -0.000        18.500
 6      -0.4        -0.420        19.420
 7      -0.8        -0.705        20.205
 8      -1.2        -1.260        21.260
 9      -0.6        -0.630        21.130
10       0.0         0.000        21.000
Maxima of H at n = [3, 8]
Limit on baseline step, 3 Delta/5: 0.630 eV
Ni2+ (d8) stabilisation: 1.260 eV = 122 kJ/mol
Ni2+ share of hydration energy: 5.9 %
First spin crossover: d6 at Delta = 1.91 eV
3p rms radius Ca2+, Mn2+, Zn2+: 0.724, 0.521, 0.414 angstrom
3d rms radius Mn2+, Zn2+: 0.655, 0.518 angstrom
Mn2+ 3d mean r^4: 0.420 angstrom^4
Dipole input 0.39 e angstrom, distance 2.1 angstrom
Point-dipole Delta for Mn2+: 0.229 eV
Born radii at ends (eps 78): 1.78, 1.35 angstrom
Neglected effects:
d3 stabilisation if Delta = 1.5 eV: 1.80 eV
d2, d7 mixing against simple filling: 0.135 eV
Repulsion cut by 10 %, loss d3, d5, d8: 0.22, 0.56, 0.11 eV
Breathing quantum 0.045 eV, stiffness 8.73 eV/angstrom^2
d8 bond change -0.070 angstrom, gain 0.104 eV
Cu2+ bonds 1.95 and 2.3 angstrom: Jahn-Teller 0.142 eV
Spin-orbit (zeta 0.07 eV), largest: d3, 0.136 eV
Heat at 328 K (kT 0.0283 eV), largest: d4, -0.019 eV
Baseline bend at d5 (radius linear in n): -0.34 eV
Bent baseline: last step 0.636 eV, maxima n = [3, 8]
Bent baseline: drop from d8 to d9 0.031 eV
```
